\section*{Twist angle of a D3 tris-chelate from Kepert's donor repulsion, part 2}

Six equal donor atoms lie at distance $r$ from a metal atom, tied in pairs by three identical rigid chelating ligands. Kepert's model minimises $U=\sum_{i<j}d_{ij}^{-6}$ over all donor pairs, with lengths in units of $r$ and the normalised bite $b$ (donor separation within a ligand) held fixed. D$_3$ symmetry is assumed. Searches without it, at $b=1.2222$, $1.0$ and $0.8$, found nothing lower.

The twist $\theta$ between the two donor triangles is $0$ for the trigonal prism and $60^\circ$ for the regular octahedron ($b=\sqrt2$). With $\phi$ the polar angle of a donor,
\begin{equation}
k=\frac{4-b^2}{2},\qquad x=\sqrt3\tan\frac\theta2,\qquad
\sin^2\phi=\frac{k(3+x^2)}{6}.
\end{equation}
The squared distances are $A=k(3+x^2)/2$ for triangle edges, and $B=4-k(1+x)^2/2$ and $C=4-k(1-x)^2/2$ for short and long contacts between ligands. The energy slope is $dU/dx=9kG$, with
\begin{equation}
G=-2xA^{-4}+(1+x)B^{-4}-(1-x)C^{-4}. \label{eq:G2}
\end{equation}

Write $B=B_0(1-u)$, with $B_0=4-k/2$ and $u=(k/B_0)(x+x^2/2)$. The series of $(1-u)^{-4}$ has positive coefficients, so $(1+x)B^{-4}=f_0+f_1x+f_2x^2+\dots$ with all $f_j>0$, and
\begin{equation}
R(x,k)=\frac{G}{x}=-2A^{-4}+2\left(f_1+f_3x^2+f_5x^4+\dots\right) \label{eq:R}
\end{equation}
rises strictly with $x$. At $60^\circ$, $G(1,k)=2[b^{-8}-(4-b^2)^{-4}]$, which is positive for $b<\sqrt2$. For such bites the energy also rises as the donors become coplanar, the largest twist allowed; for $b<1$ this was shown by comparing inverse powers of $A$, $B$ and $C$ there.

Hence for $0<b<\sqrt2$ there is one minimum, $x_*$ (twist $\theta_*$), up to mirror image, and $\theta_*<60^\circ$. It is the prism if $R(0,k)\ge0$; otherwise $R(x_*,k)=0$. For $\sqrt2<b<\sqrt3$ the minimum lies above $60^\circ$.

Q. Being below $60^\circ$ is not the same as falling. Could the twist drop at first and then recover as the bite shrinks further?

A. No. Follow the zero of $G$ as $k$ changes. At fixed $x$,
\begin{equation}
\frac{\partial A}{\partial k}=\frac{3+x^2}{2},\qquad
\frac{\partial B}{\partial k}=-\frac{(1+x)^2}{2},\qquad
\frac{\partial C}{\partial k}=-\frac{(1-x)^2}{2}.
\end{equation}
Each inverse fourth power contributes a factor $-4$, so
\begin{equation}
\frac{\partial G}{\partial k}=4x(3+x^2)A^{-5}
+2(1+x)^3B^{-5}-2(1-x)^3C^{-5}. \label{eq:Gk}
\end{equation}
For $0<x<1$ we have $C>B$ and $1-x<1+x$. The last term is then smaller than the second, and $\partial G/\partial k>0$.

For the other derivative use $G=xR$. At the minimum $R=0$, so $\partial G/\partial x=R+x\,\partial R/\partial x=x\,\partial R/\partial x$. This is positive, because $-2A^{-4}$ has the positive derivative $8kxA^{-5}$ and the rest of $R$ does not fall. Keeping $G=0$ while $k$ changes requires
\begin{equation}
\frac{dx_*}{dk}=-\frac{\partial G/\partial k}{\partial G/\partial x}<0.
\end{equation}
Since $dk/db=-b$ is also negative, $x_*$ and $\theta_*$ increase with $b$. As the bite decreases, the twist falls strictly for as long as it is not zero.

Q. How fast does it fall near the octahedron?

A. Evaluate the two derivatives at $k=x=1$, where $A=B=2$ and $C=4$. Equation \eqref{eq:Gk} gives
\begin{equation}
\frac{\partial G}{\partial k}=\frac{16}{32}+\frac{16}{32}-0=1.
\end{equation}
Differentiating \eqref{eq:G2} with respect to $x$,
\begin{align}
\frac{\partial G}{\partial x}={}&-2A^{-4}+8kx^2A^{-5}
+B^{-4}+4k(1+x)^2B^{-5}\notag\\
&+C^{-4}+4k(1-x)^2C^{-5}.
\end{align}
At the octahedron this is
\begin{equation}
-\frac{2}{16}+\frac{8}{32}+\frac1{16}+\frac{16}{32}+\frac1{256}
=\frac{177}{256}.
\end{equation}
Thus $dx_*/dk=-256/177$. The change of variable contributes $d\theta/dx=2\sqrt3/(3+x^2)=\sqrt3/2$ at $x=1$, and $dk/db=-\sqrt2$ at $b=\sqrt2$. The two minus signs cancel:
\begin{equation}
\frac{d\theta_*}{db}=\frac{\sqrt3}{2}\,\frac{256}{177}\,\sqrt2
=\frac{128\sqrt6}{177}\ \text{rad}\approx101.5^\circ. \label{eq:slope}
\end{equation}
To leading order, then, reducing the normalised bite by $0.01$ removes about one degree of twist.

Q. You chose the sixth power. Is the result an artefact of that choice?

A. The inequality is not. For a repulsion $d^{-n}$ with any $n>0$, put $p=n/2+1$. The slope becomes $dU/dx=(3n/2)kG$, where $G$ has $p$ in place of the exponent 4. At $60^\circ$ its sign is that of $b^{-2p}-(4-b^2)^{-p}$, which again changes at $b=\sqrt2$. The series of $(1-u)^{-p}$ still has positive coefficients, so the uniqueness argument survives. The comparison at the planar end used only that an inverse power decreases with distance.

The rate does depend on $n$. At the octahedron
\begin{align}
\frac{\partial G}{\partial k}&=4p\,2^{-p-1}+4p\,2^{-p-1}=4p\,2^{-p},\notag\\
\frac{\partial G}{\partial x}&=-2\cdot2^{-p}+2p\,2^{-p-1}
+2^{-p}+4p\,2^{-p-1}+4^{-p}\notag\\
&=2^{-p}\left(3p-1+2^{-p}\right),
\end{align}
and therefore
\begin{equation}
\frac{d\theta_*}{db}=\frac{\sqrt6}{2}\,\frac{4p}{3p-1+2^{-p}}.
\end{equation}
For $n=6$ this returns \eqref{eq:slope}. For $n=1$ it gives $109.3^\circ$ and for $n=12$ it gives $98.2^\circ$ per unit of $b$. Near the octahedron the exponent is a minor matter.

Q. If the twist keeps falling, does it reach the prism at a finite bite, or only in the limit of vanishing bite?

A. At a finite bite. The prism is the minimum once $R(0,k)\ge0$. Let $A_0=3k/2$ and $B_0=4-k/2$ be the squared distances at $x=0$. The linear coefficient of $(1+x)B^{-4}$ is $f_1=B_0^{-4}+4kB_0^{-5}$, the first part from the factor $1+x$ and the second from $B^{-4}$. So $R(0,k)=2(f_1-A_0^{-4})$, and the critical condition is
\begin{equation}
B_0^{-4}+4kB_0^{-5}=A_0^{-4}. \label{eq:crit}
\end{equation}
As $k$ grows, $B_0$ falls and $A_0$ rises. The left side therefore rises and the right side falls, so they cross at most once. At $k=1$ the ratio of left to right is $(3/7)^4(15/7)=1215/16807$, less than one. At $k=2$ both $A_0$ and $B_0$ equal 3 and the ratio is $1+8/3$, greater than one. There is thus one crossing, and its numerical solution for $n=6$ is
\begin{equation}
b_c=0.878.
\end{equation}
Below $b_c$ the twist stays at zero. The statement that it falls with the bite applies between $b_c$ and $\sqrt2$.

Q. Does the twist jump to zero there?

A. It goes continuously, but steeply. For small $x$, $R=R(0,k)+\rho x^2+\dots$, where
\begin{equation}
\rho=\frac83A_0^{-4}+2f_3>0.
\end{equation}
The first part comes from $A=A_0(1+x^2/3)$, whose inverse fourth power is $A_0^{-4}(1-4x^2/3+\dots)$. Setting $R=0$ gives $x_*^2\approx-R(0,k)/\rho$. Since $R(0,k)$ passes through zero linearly in $b-b_c$, the twist grows as $\sqrt{b-b_c}$. At a bite only $0.001$ above $b_c$ it is already $1.8^\circ$.

Q. So a straight line from the octahedron will fail at small bites. Give me values between the two limits.

A. These are the minima for $n=6$:
\begin{center}
\begin{tabular}{ccc}
$b$ & $\theta_*$ (deg) & $\phi$ (deg)\\
1.414 & 60.0 & 54.7\\
1.3 & 49.0 & 56.6\\
1.2 & 39.9 & 58.3\\
1.1 & 31.0 & 60.1\\
1.0 & 21.6 & 61.8\\
0.9 & 8.6 & 63.6\\
0.8 & 0.0 & 66.4
\end{tabular}
\end{center}
The polar angle increases as the bite shrinks, so the two triangles approach each other. In the limit $b\to0$ the prism has $\sin^2\phi=k/2\to1$, and each pair of donors merges into one point on the equator. Three such points at $120^\circ$ are what one expects of three single ligands.

Q. I deal with precursors for film deposition. Put numbers on a molecule.

A. Take a monomeric yttrium tris($\beta$-diketonate), a class of compound used as a vapour source of yttrium. Rough typical lengths are $0.225$ nm for Y--O and $0.275$ nm between the two oxygens of a ligand. Then
\begin{equation}
b=\frac{0.275}{0.225}=1.222,\qquad
k=\frac{4-1.4938}{2}=1.253.
\end{equation}
At $60^\circ$ the triangle edge would be $0.356$ nm and the short contact between ligands $0.275$ nm. The slope there is $dU/d\theta=4.57$ per radian in units of $r^{-6}$, so the complex untwists. The zero of $G$ is at $x_*=0.6628$, and
\begin{align}
\theta_*&=2\arctan\frac{0.6628}{\sqrt3}=41.9^\circ,\notag\\
\sin^2\phi&=\frac{1.2531\,(3+0.4393)}{6}=0.718,\qquad \phi=57.9^\circ.
\end{align}
The triangle edge has shrunk to $0.330$ nm, and the short contact has grown to $0.339$ nm. The long contact is $0.446$ nm. At this fixed bite $U$ is $1.806$ at the minimum, $1.960$ at the prism and $2.228$ at $60^\circ$. The linear law gives $60^\circ-101.5^\circ\times(1.4142-1.2222)=40.5^\circ$, which is $1.4^\circ$ below the full result.

Q. Your lengths are rough. How much of that $41.9^\circ$ should I believe?

A. As a statement about the model, two to two and a half degrees either way if one length is wrong by $0.005$ nm, and between four and five degrees if both are wrong by that much in opposite directions. With the bite held, a Y--O distance shorter by $0.005$ nm gives $44.4^\circ$ and one longer by the same amount gives $39.5^\circ$. With Y--O held, changing the bite by $-0.005$ or $+0.005$ nm gives $39.9^\circ$ or $43.9^\circ$. The exponent matters as little: the twist is $39.7^\circ$ for $n=1$ and $42.8^\circ$ for $n=12$.

Q. A precursor is used hot. Does the molecule stay at the minimum?

A. To judge that, the repulsion needs an energy scale, which the Kepert sum does not supply. As a rough estimate I place a charge $q=-e/2$ on each donor, since each ligand carries $-e$ shared by two oxygens, and use the unscreened Coulomb repulsion. In Gaussian units its scale is $q^2/r=e^2/4r=1.60$ eV. At $423$ K, a rough vaporisation temperature, $k_BT=0.0365$ eV. The barrier through the prism to the mirror image is $0.081$ eV, only about $2.2\,k_BT$.

Averaging $\theta$ over one mirror form with the Boltzmann factor, and with equal weight for equal intervals of $\theta$, gives a mean of $34^\circ$ and a root-mean-square spread of $11^\circ$. The corresponding Coulomb minimum is at $39.7^\circ$, so in this average thermal motion lowers the mean by about six degrees. The size of the shift depends on the weighting. Equal weight for equal rotation of the ligands, still in D$_3$ symmetry, gives a mean of $35^\circ$, and letting the three rigid ligands rotate independently gives $35^\circ$ to $37^\circ$, depending on how the twist of an unsymmetrical arrangement is defined. Arrangements near the prism are less likely but not negligible, with a Boltzmann factor of about $e^{-2.2}=0.11$ relative to the minimum. With this charge the spread is larger than the uncertainty from the exponent or from the lengths. The charge is itself an assumption, however, and the barrier scales as $q^2$. With equal weight in $\theta$, $q=-0.7e$ gives a barrier of $0.160$ eV, a mean of $37^\circ$ and a spread of $8^\circ$. For $q=-e$ the barrier is $0.326$ eV, the mean $38.5^\circ$ and the spread $4.6^\circ$, comparable with the uncertainty from the lengths.

Q. Is the real molecule likely to follow this?

A. The direction of the effect is plausible, but the angle should not be taken as a measured one. The chosen lengths are typical of six-coordinate yttrium with oxygen donors. The assumption most easily broken is that there are six donors. Yttrium is a large ion, and with small ligands it tends to bind water or to share oxygens with a neighbouring complex. The coordination number then exceeds six and the present formulas do not apply. Bulky groups such as \textit{tert}-butyl help to keep the complex monomeric, but their mutual contacts add forces on the twist that are absent here. So do covalent bonding and bending of the chelate ring. I have not sized these three. The effect I have sized, thermal motion, moves the mean twist from about $40^\circ$ to between $34^\circ$ and $37^\circ$ under the Coulomb estimate with $q=-e/2$, depending on how the arrangements are weighted and how the twist is defined. A larger donor charge makes the shift smaller, about one degree for $q=-e$.

Q. What about ligands with a narrower bite, such as amidinates?

A. There the model becomes less certain. With rough lengths of $0.235$ nm from metal to nitrogen and $0.225$ nm between the nitrogens, $b=0.957$ and the sixth-power law gives a twist of $17^\circ$. But the critical bite depends on the exponent. It is $0.984$ for $n=1$, $0.878$ for $n=6$ and $0.793$ for $n=12$. A Coulomb law would therefore make this complex a trigonal prism, while the two steeper laws leave it twisted. All three agree that the twist is below $60^\circ$, but they disagree on whether any twist remains.

Q. Then what can I use when choosing a ligand?

A. For a six-coordinate complex with three equal, stiff chelates and no strong contacts between their substituents, the ratio of bite to metal--donor distance sets the twist that donor repulsion favours. Between $b=1.2$ and $1.3$, a change of $0.01$ in that ratio moves it by about $0.9^\circ$ for the sixth-power law, $1.1^\circ$ for $n=1$ and $0.8^\circ$ for $n=12$. The same ligand on a larger metal ion has a smaller $b$ if its bite does not adjust, and is pushed towards the prism. Near $b=0.9$ the exponent of the repulsion decides the answer, and the model should not be used to choose between a prism and a slightly twisted shape.

\section*{Computed results}
\begin{verbatim}
dtheta/db at b=sqrt2, n=6: formula 1.7714 rad = 101.49 deg; numeric 1.7714 rad
dtheta/db at b=sqrt2, n=1: 109.26 deg
dtheta/db at b=sqrt2, n=12: 98.20 deg
critical bite b_c for the prism, n=1: 0.9835
critical bite b_c for the prism, n=6: 0.8782
critical bite b_c for the prism, n=12: 0.7931
twist at b_c + 0.001, n=6: 1.82 deg
Table, n=6: bite b, twist (deg), polar angle phi (deg)
  1.5000  69.10  53.43
  1.4142  60.00  54.74
  1.4000  58.57  54.96
  1.3000  48.95  56.61
  1.2000  39.90  58.33
  1.1000  31.02  60.08
  1.0000  21.58  61.84
  0.9000  8.59  63.58
  0.8000  0.00  66.42
Example inputs: Y-O 0.225 nm, O...O bite 0.275 nm
normalised bite b 1.2222, k 1.2531, x at minimum 0.6628
largest possible twist (planar donors) 75.34 deg
twist 41.88 deg, polar angle 57.94 deg
linear-law twist 40.51 deg
triangle edge 0.3303 nm, short contact 0.3388 nm, long contact 0.4460 nm
at 60 deg: triangle edge 0.3562 nm, short contact 0.2750 nm
dU/dtheta at 60 deg 4.5700 per rad (units r^-6)
U at minimum 1.80633, at 60 deg 2.22795, at prism 1.95975 (units r^-6)
rough amidinate, 0.235 and 0.225 nm: b 0.9574, twist 16.96 deg
example twist with exponent n=1: 39.66 deg
example twist with exponent n=12: 42.81 deg
twist with Y-O 0.005 nm shorter / longer: 44.38 / 39.52 deg
twist with bite 0.005 nm shorter / longer: 39.90 / 43.88 deg
Coulomb scale q^2/r 1.600 eV, kT at 423 K 0.0365 eV
Coulomb barrier through the prism 0.081 eV
thermal mean twist 33.96 deg, rms spread 11.46 deg
b 1.2222: lowest U without symmetry 1.806326, D3 minimum 1.806326 (r^-6)
b 1.0000: lowest U without symmetry 3.691359, D3 minimum 3.691359 (r^-6)
b 0.8000: lowest U without symmetry 12.009169, D3 minimum 12.009169 (r^-6)
\end{verbatim}
